Nonadiabatic hardening of a zone-centre optical phonon in a clean metal, part 2

A static calculation lets electrons refill states near the Fermi level; in a clean metal (ωτ ≫ 1) a zone-centre vibration does not, and so lies above the adiabatic frequency ω_A. Each of N cells has one coordinate u, kinetic energy m u̇²/2 and bare force constant K₀. The displacement adds uV_q to the electron Hamiltonian, with D_mn = ⟨m,k+q|V_q|n,k⟩; primed band indices mean k + q. ⟨V⟩ is an expectation value. Bands ε have occupations f(ε − μ), f′ = df/dε, η → 0⁺, and 2 counts spin:

  mω² = K₀ + C(q,ω),   (2)

  C(q,ω) = (2/N) Σ_k Σ_mn |D_mn|² (f_n − f_m′)/(ε_n − ε_m′ + ħω + iη).   (3)

Terms m = n form C_intra, the rest C_inter. The static response at fixed electron number, from the free energy F, is C_A, with mω_A² = K₀ + C_A, l² = ħ/(2mω_A), g = lD:

  (ħω)² = (ħω_A)² + 2ħω_A ΔΠ(ω),  ΔΠ(ω) = l²[C(ω) − C_A].   (4)

N_F is the density of states per cell for both spins, ⟨X⟩ a Fermi-surface average with weight −f′, and D in it the real diagonal element at q = 0:

  C_A = C_inter(0) − N_F(⟨D²⟩ − ⟨D⟩²).   (10)

For q → 0 at fixed ω, with v_F the Fermi velocity,

  C_intra(q,ω) → +N_F⟨D²(q·∇ε)²⟩/(ħω)² → 0.   (8)

For band pairs at q = 0 with Δ = ε_c − ε_v > 0 and δΠ_inter = l²[C_inter(ω) − C_inter(0)],

  C_inter(ω) = (2/N) Σ_k Σ_pairs 2Δ|D_cv|²(f_v − f_c)/((ħω)² − Δ²).   (12)

  C_inter(ω) − C_inter(0) = −(2/N) Σ 2|D_cv|²(f_v − f_c)(ħω)²/[Δ(Δ² − (ħω)²)].   (13)

and for a linear cone at T = 0, ħω ≪ 2μ and constant angular mean D̄² of |D_cv|²,

  C_inter(ω) − C_inter(0) ≈ −∫_μ^∞ dE N_F (E/μ) D̄² 2(ħω)²/(2E)³ = −N_F D̄² (ħω)²/(4μ²).   (14)

With the Coulomb field of part 6,

  C = χ_DD + |χ_Dρ|² v/(1 − vχ_ρρ).   (11)

where v = 4πe²/(Ωq²), e² means e²/(4πε₀), Ω is the cell volume, χ_XY is (3) with X*Y for |D|², ρ stands for O_mn = ⟨m,k+q|e^{iq·r}|n,k⟩, and U is the induced potential-energy amplitude.

8. Short-range screening of the two vertices

In density-functional perturbation theory D is screened by the Hartree and exchange-correlation response, and the screening itself involves the intraband term. Take a set of Hermitian, time-reversal-even operators P_a, expand the bare perturbation as u Σ D_a P_a, let χ_ab be the independent-particle response and J_ab a real, symmetric, frequency-independent kernel. Time reversal makes χ symmetric. The total perturbation per unit u, D_s, obeys D_s = D + JχD_s, so

  D = (1 − Jχ)D_s,  C = Dᵀ χ D_s.

Label the dynamic case 1 and the static case 0. In C₁ replace Dᵀ by D₀ᵀ(1 − χ₀J), which is the transpose of the static relation. C₀ is a number and equals its transpose D₀ᵀχ₀D, and there replace D by (1 − Jχ₁)D₁:

  C₁ = D₀ᵀχ₁D₁ − D₀ᵀχ₀Jχ₁D₁,  C₀ = D₀ᵀχ₀D₁ − D₀ᵀχ₀Jχ₁D₁.

The last terms cancel in the difference:

  C₁ − C₀ = D₀ᵀ(χ₁ − χ₀)D₁.   (15)

Within mean field this is exact: the change of the bare response stands between one statically and one dynamically screened vertex. When χ₁ − χ₀ is the removal of the intraband term, (15) reads N_F⟨D_stat D_dyn⟩.

For the long-range kernel of part 6, D_stat = D − ⟨D⟩, and D_dyn = D + c, where c = U/u is a finite constant because vχ_ρD ∝ q⁻² × q². Then ⟨(D − ⟨D⟩)(D + c)⟩ = ⟨D²⟩ − ⟨D⟩² for any c, in agreement with (10).

For a short-range kernel the two vertices differ in a way that matters. The simplest case is an interaction energy κφ²/2 with φ = ⟨V⟩/N, so that the electrons see (u + κφ)V. With ⟨D⟩ = 0 and ħω well below the interband gaps, the vertices are γD with

  γ_d = 1/(1 − κχ_d), χ_d = C_inter(0);  γ_s = 1/(1 − κχ_s), χ_s = C_inter(0) − N_F⟨D²⟩,

and the hardening is γ_dγ_s N_F⟨D²⟩. A static calculation with refilled occupations supplies γ_sD only; one with the occupations held at their u = 0 values supplies γ_dD. From 1/γ_s − 1/γ_d = κ(χ_d − χ_s) it follows that γ_d − γ_s = κγ_dγ_s N_F⟨D²⟩, so using γ_s² in place of γ_dγ_s misses

  κγ_dγ_s²(N_F⟨D²⟩)²,   (16)

which is second order in the intraband response and, relative to the exact hardening, equal to κγ_sN_F⟨D²⟩. In this scalar model a repulsive kernel makes the static-static estimate too small and an attractive one makes it too large.

9. Scattering, and the assembled result

"Clean" is made quantitative by letting populations relax. In the single relaxation-time model each f_nk approaches the Fermi function of its instantaneous energy at the rate 1/τ. For ⟨D⟩ = 0 the target moves by f′Du, so −iω δf = −(δf − f′Du)/τ and δf = f′Du/(1 − iωτ). The force (2/N)Σ D δf gives

  C_intra(ω) = −N_F⟨D²⟩/(1 − iωτ).   (17)

For ⟨D⟩ ≠ 0, number conservation requires the target f′(D − ⟨D⟩)u, and the variance replaces ⟨D²⟩. Subtracting the static value,

  1 − 1/(1 − iωτ) = −iωτ/(1 − iωτ) = [(ωτ)² − iωτ]/[1 + (ωτ)²].

With ω → ω − iγ in (4), to first order in the shift, ħΔω = N_F⟨g²⟩(ωτ)²/[1 + (ωτ)²] and the amplitude damping is ħγ = N_F⟨g²⟩ωτ/[1 + (ωτ)²]. To this order the damping peaks at ωτ = 1, where half the shift has developed. For ωτ ≪ 1 the static intraband term returns. One τ for all distortions of the distribution is a model. The two limits need only that every distortion driven by the mode relaxes slowly, or every one quickly, compared with the vibration; the shape of the crossover depends on how the relaxation times are spread.

For qv_F ≪ ω, ωτ ≫ 1, an inversion-even mode, and couplings whose short-range screening is unaffected by the intraband term, equations (4), (10) and (13) combine into

  (ħω)² = (ħω_A)² + 2ħω_A [N_F(⟨g²⟩ − ⟨g⟩²) + δΠ_inter(ω)].   (18)

With ⟨g⟩ = 0 and δΠ_inter neglected, put λ_Γ = N_F⟨g²⟩/(ħω_A). Then ω = ω_A√(1 + 2λ_Γ) = ω_A(1 + λ_Γ − λ_Γ²/2 + …), and to first order

  ħω − ħω_A = N_F⟨g²⟩.   (19)

Equation (19) exceeds the square-root form by about λ_Γ/2 of the shift. λ_Γ has the form of the dimensionless electron-phonon coupling of an Einstein mode, 2 × (density of states per spin) × g²/ħω, but it contains only the diagonal elements from k to the same k, and it is not the Fermi-surface average over all momentum transfers that enters the superconducting transition temperature. When ω_A is small, λ_Γ is large and (19) is useless, while mω² = mω_A² + N_F⟨D²⟩ stays valid: a mode on the edge of a static instability can vibrate at a finite frequency in the clean metal.

10. Worked example: the model

The model is a doped honeycomb lattice with one orbital per site and round parameters: hopping t = 2 eV, bond length 1.5 Å, slope β = 4 eV/Å, μ = 1 eV, kT = 0.1 eV, two atoms of 10 u, and ħω_A = 150 meV, which fixes K₀. The large kT makes the k sums converge on modest grids. The bonds d_j point from A to B at 0°, 120° and 240°. The mode displaces B relative to A by u along x, so m = 5 u and bond j lengthens by u c_j with c_j = 1, −½, −½. With hoppings t_j − βu c_j,

  H_k(u) = [[0, h + uw], [h* + uw*, 0]],  h = −Σ_j t_j e^{ik·d_j},  w = β Σ_j c_j e^{ik·d_j}.

The bands are ±|h| with eigenvectors (1, x)/√2 and x = ±h*/|h|. Then D_mn = ½(w x_n + x_m* w*), which gives

  D_cc = −D_vv = Re(h*w)/|h|,  |D_cv|² = [Im(h*w)]²/|h|²,  Δ = 2|h|.

At finite q, with A displaced by −u/2 and B by +u/2 and phases taken at the atomic positions, the stretch of a bond carries the factor (1 + e^{iq·d_j})/2, and w is replaced by [w(k) + w(k+q)]/2. The overlap is O_mn = ½(1 + x_m′* x_n). For equal hoppings the mode is one member of the E₂g doublet and ⟨D⟩ = 0. Unless said otherwise, sums are taken on a uniform 200 × 200 grid, with η = 1 meV in (12).

11. Worked example: the shift

The sums give a doping of 0.100 electrons per cell, N_F = 0.2045 eV⁻¹ per cell, ⟨D²⟩ = 18.663 eV²/Å² and C_inter(0) = −10.067 eV/Å². At the zone corner the three phases are the cube roots of unity, |w| = 3β/2 = 6 eV/Å, and the cone average of D² is 36/2 = 18 eV²/Å², close to the lattice value. With ħ²/(u Å²) = 4.18016 meV,

  l² = 4.18016 meV Å²/(2 × 5 × 150 meV) = 0.0027868 Å²,
  ⟨g²⟩ = 18.663 × 0.0027868 = 0.05201 eV²,
  N_F⟨D²⟩ = 0.2045 × 18.663 = 3.8166 eV/Å²,
  mω_A² = 5 × (0.150)²/0.00418016 = 26.913 eV/Å².

Equation (10) gives C_A = −10.067 − 3.817 = −13.884 eV/Å², so K₀ = 26.913 + 13.884 = 40.797 eV/Å². Five-point finite differences of the energy itself give a curvature of −13.884 eV/Å² for F(u) with μ readjusted at each u, and −10.067 eV/Å² for Σ f ε(u) with the occupations frozen.

The first-order shift is

  N_F⟨g²⟩ = 0.2045 × 0.05201 eV = 10.64 meV (85.8 cm⁻¹),  λ_Γ = 10.64/150 = 0.0709.

The square-root form gives √(150² + 2 × 150 × 10.636) = 160.284 meV. Solving (2) with (12) by fixed-point iteration gives C_inter(ω) − C_inter(0) = −0.01684 eV/Å² at the root (finer grids move this by up to 0.00004 eV/Å², because pairs near Δ = ħω are sparsely sampled, and move the frequency by 0.0001 meV), so δΠ_inter = −0.01684 × 0.0027868 eV = −0.047 meV, and

  ħω = √(150² + 2 × 150 × (10.636 − 0.047)) = 160.240 meV.

The mode moves from 1209.8 cm⁻¹ to 1292.4 cm⁻¹, by 10.24 meV or 82.6 cm⁻¹. Formula (19) is high by 0.40 meV, which is 3.9% of the exact shift. Of this, 10.636 − 10.284 = 0.352 meV comes from linearizing the square root and 0.044 meV from the interband term.

The interband change is 0.01684/3.8166 = 0.44% of the intraband term. The cone estimate (14) with D̄² set equal to ⟨D²⟩ gives (0.16024)²/4 = 0.64%, the right order but about 45% above the lattice value. The estimate assumes a density of states linear in E out to infinity and a constant D̄². On the lattice the band ends at 3t = 6 eV, and |D_cv|² = |w|² − D_cc² goes to zero at the zone centre, where w vanishes, so neither assumption holds over the whole range of the integral. Evaluating (13) with the lattice bands and thermal occupations but a constant D̄² = ⟨D²⟩ gives 0.57%. The further drop to 0.44% comes from |D_cv|² itself, whose mean is about 16 eV²/Å² within 0.1 eV of E = μ and about 9 eV²/Å² within 0.1 eV of E = t, below ⟨D²⟩ = 18.7 eV²/Å² in the low-energy range that the integrand weights most.

12. Worked example: finite q and symmetry

At q = 0.001 Å⁻¹ along x the direct intraband sum (3) is −3.8166 eV/Å² at ω = 0 and +0.000825 eV/Å² at ω = ω_A. With ⟨D²(∂ε/∂k_x)²⟩ = 90.727 eV⁴, equation (8) gives 0.2045 × 90.727 × 10⁻⁶/0.0225 = 0.000825 eV/Å². The same wavevector thus yields the full static softening or almost nothing, according to the frequency. The root-mean-square ħv_F is 4.27 eV Å, so the crossover scale is ω_A/v_F = 0.035 Å⁻¹. Backscattering of 500 nm light, with refractive index one, transfers at most q = 4π/λ = 0.0025 Å⁻¹. With all of this q in the plane of the layer, the intraband sum at ω_A is +0.14% of N_F⟨D²⟩ for q along x and +0.34% for q along y, the weight ⟨D²(q̂·∇ε)²⟩ in (8) depending on direction.

Raising the hopping on the bond along x to t₁ = 2.5 eV removes the threefold axis, keeps inversion, and makes the same displacement totally symmetric. Now N_F = 0.1859 eV⁻¹ per cell, ⟨D²⟩ = 23.488 eV²/Å² and ⟨D⟩ = 0.8152 eV/Å; the finite-difference slope dμ/du at fixed electron number is also 0.8152 eV/Å. Then

  N_F⟨D²⟩ = 4.3664,  N_F⟨D⟩² = 0.18590 × 0.81525² = 0.1236,  variance term = 4.2428 eV/Å².

The frozen curvature minus the refilled one, by finite differences, is 4.2428 eV/Å². The plain mean square would be high by 2.9% of that value. For (11), take a stack of such layers 3 Å apart, without interlayer hopping and with q in the plane, for which v = 4πe²/(Ωq²) holds when q times the spacing is small. At q = 0.0005 Å⁻¹, with all band pairs included, (11) gives −15.0954 eV/Å² at ω = 0, equal to these digits to the refilled curvature −15.0954 eV/Å². At ω_A it gives −10.8685 eV/Å², against C_inter(ω_A) = −10.8688 eV/Å² at q = 0. With q along x, the residue of 0.00035 eV/Å² comes almost entirely from the intraband term (8) of the strained lattice, +0.00037 eV/Å², and the Coulomb term of (11), −0.00003 eV/Å². Doubling q multiplies both by four and brings the residue to 0.0014 eV/Å², as q² terms require.

13. Worked example: screening and scattering

For the scalar kernel take κ = 0.02 Å²/eV in the unstrained lattice:

  γ_d = 1/(1 + 0.02 × 10.067) = 0.8324,  γ_s = 1/(1 + 0.02 × 13.884) = 0.7827.

The hardening is 0.8324 × 0.7827 × 3.8166 = 2.4865 eV/Å². Solving x = u + κφ(x) by root finding, with frozen and with refilled occupations, and differencing dφ/du gives 2.4865 eV/Å². The static-static product is 0.7827² × 3.8166 = 2.3380 eV/Å², low by 0.1486 eV/Å² or 6.0% of the exact hardening, and κγ_sN_F⟨D²⟩ = 0.02 × 0.7827 × 3.8166 = 0.060 as (16) predicts.

The motion can also be followed in real time without using C. Write H_k = b_k(u)·σ with b = (Re(h + uw), −Im(h + uw), 0) and ρ_k = (n + s_k·σ)/2. Since [b·σ, s·σ] = 2i(b × s)·σ, the equation for ρ is ds/dt = (2/ħ) b × s, and the ion obeys mü = −K₀u − (2/N)Σ s_k·∂b_k/∂u. Scattering relaxes the component of s along b, which is f_c − f_v, towards its Fermi value at the rate 1/τ. These Ehrenfest equations were integrated at small amplitude on a 70 × 70 grid by a second-order splitting, with exact rotation of s at fixed u alternating with free drift of u. The complex frequency was extracted by a linear-prediction fit to u(t). The roots are those of (2) with (12) and (17) at complex frequency, on the 200 × 200 grid. In meV:

  τ = ∞: integration 160.242, root 160.240; damping 0.000 and 0.001
  τ = 6 ħ/eV: integration 154.891, root 154.889; damping 5.312 and 5.313
  τ = 0: integration 149.961, root 149.959; damping 0.000 and 0.001

The integration lies 0.002 meV above the root in each case. A leapfrog step dt turns an oscillator frequency ω₀ into the solution of 2 sin(ω dt/2) = ω₀ dt, which is higher by the fraction (ω₀dt)²/24, which for the step dt = 0.1 ħ/eV used here and ħω₀ = 160.24 meV is 0.0017 meV. This estimate treats the mode as a plain oscillator and gives the sign and most of the 0.0021 meV offset at τ = ∞. The coarser grid does not supply the rest, since it moves the root by only −0.0001 meV. On a fixed grid the offset falls fourfold when dt is halved, so it is the second-order time-step error of the splitting. The damping of 0.001 meV in the roots comes from η: shifting ħω by iη in a term proportional to ω² gives an imaginary part 2η δΠ_inter/ħω, of magnitude 2 × 1 × 0.047/160 = 0.0006 meV. Thermally allowed interband absorption at Δ = ħω, which this grid does not resolve, gives a true damping of about 0.0001 meV in addition.

At τ = 0 the frequency is 149.959 meV and not 150 meV. Instant refilling restores the intraband term but leaves the interband response at finite frequency. Scaling δΠ_inter as ω² gives −0.047 × (150/160.24)² = −0.041 meV, which is the deficit.

For τ = 6 ħ/eV = 3.95 fs, ωτ = 0.9293 and (ωτ)²/[1 + (ωτ)²] = 0.4634. The first-order estimates are a shift of 0.4634 × 10.636 = 4.93 meV and a damping of 10.636 × 0.9293/1.8637 = 5.30 meV, against 4.89 and 5.31 meV. The exact values follow from keeping the frequency complex, z = ω − iγ. Then 1 − izτ = (1 − γτ) − iωτ with γτ = 0.005313 × 6 = 0.0319, and

  1/(0.9681 − 0.9293 i) = (0.9681 + 0.9293 i)/1.8009 = 0.5376 + 0.5160 i.

With z² = ω² − γ² − 2iωγ, the imaginary part of (4) gives ħγ = 150 × 10.636 × 0.5160/154.89 = 5.31 meV. The real part, with δΠ_inter scaled to −0.044 meV, gives

  (ħω)² = 5.313² + 150² + 300 × (10.636 × 0.4624 − 0.044) = 23990 meV²,  ħω = 154.89 meV.

In this model a relaxation time of about 4 fs removes more than half of the clean-limit hardening of 10.24 meV and leaves an amplitude damping slightly larger than the shift that remains.
